Transport-to-total elastic cross-section ratio for screened Rutherford scattering

## Part 1. The ratio and the angles behind it

**The form of the answer**

An electron is deflected by an atom through a polar angle θ, and the elastic cross section per unit solid angle is

dσ/dΩ = A/(1 − cosθ + 2a)². (1)

The angle θ is dimensionless, so the screening parameter a must be dimensionless too, and A is an area. We take a > 0 and A independent of θ. The law has no dependence on the azimuth φ, because the atom is treated as spherical.

Two integrals over the full sphere are to be compared: the total elastic cross section and the transport cross section,

σ = ∫ (dσ/dΩ) dΩ, (2)

σ_tr = ∫ (1 − cosθ)(dσ/dΩ) dΩ. (3)

Both are areas and both are proportional to A. Their ratio is therefore dimensionless and free of A. No other quantity with a dimension enters, so the ratio can depend on nothing but a:

σ_tr/σ = G(a). (4)

The beam energy, the atomic number and the size of the atom affect the ratio only through their effect on a. What remains is to find the function G.

The weight in (3) has a direct meaning. If the recoil energy of the atom is neglected, the electron keeps its momentum p in magnitude and changes its direction. The component along the old direction falls from p to p cosθ, a loss of p(1 − cosθ). Thus σ counts collisions, while σ_tr counts each collision by the fraction of forward momentum that it removes. Dividing (3) by (2) shows that G(a) is the mean of 1 − cosθ over single collisions.

**A variable that removes the trigonometry**

Define

μ = (1 − cosθ)/2 = sin²(θ/2). (5)

As θ goes from 0 to π, μ rises from 0 to 1. Differentiation gives dμ = (1/2) sinθ dθ. The integrand does not depend on φ, so the azimuthal integral supplies a factor 2π, and

dΩ → 2π sinθ dθ = 4π dμ. (6)

The denominator of (1) becomes

1 − cosθ + 2a = 2μ + 2a = 2(μ + a),

and its square is 4(μ + a)². The factor 4 cancels the 4 in (6):

dσ/dμ = 4πA/[4(μ + a)²] = C/(μ + a)², with C = πA. (7)

The 2a in (1) is a convention that matters. If the denominator is written as (1 − cosθ + η)², comparison with (1) gives η = 2a, and every a below is to be replaced by η/2.

**The total cross section**

An antiderivative of 1/(μ + a)² is −1/(μ + a). Hence

σ = C ∫₀¹ dμ/(μ + a)²
  = C[1/a − 1/(1 + a)]
  = C[(1 + a) − a]/[a(1 + a)]
  = C/[a(1 + a)]. (8)

The probability density of μ in one collision is (7) divided by (8):

p(μ) = a(1 + a)/(μ + a)². (9)

Its integral from 0 to 1 is unity by construction, and C has disappeared, as the argument leading to (4) requires.

**The transport cross section**

By (5), 1 − cosθ = 2μ. Equation (3) becomes

σ_tr = 2C ∫₀¹ μ dμ/(μ + a)². (10)

Write the numerator as μ = (μ + a) − a. The integrand then splits into two terms with known antiderivatives:

σ_tr = 2C[∫₀¹ dμ/(μ + a) − a ∫₀¹ dμ/(μ + a)²].

The first integral is ln(1 + a) − ln a = ln(1 + 1/a). The second was found in (8) to be 1/[a(1 + a)], and its prefactor a leaves 1/(1 + a). Therefore

σ_tr = 2C[ln(1 + 1/a) − 1/(1 + a)]. (11)

Division of (11) by (8) multiplies the bracket by a(1 + a)/C:

G(a) = 2a(1 + a)[ln(1 + 1/a) − 1/(1 + a)].

Taking the factor 1 + a inside the bracket turns the last term into 1, so that

σ_tr/σ = G(a) = 2a[(1 + a) ln(1 + 1/a) − 1]. (12)

This is the required ratio. No approximation has been made after (1): for this angular law the result holds at every positive a. Its accuracy for a real atom is the accuracy of (1).

**A second route through the cumulative distribution**

The fraction of collisions with μ below a chosen μ_c is

F(μ_c) = a(1 + a) ∫₀^μ_c dμ/(μ + a)²
  = a(1 + a)[1/a − 1/(μ_c + a)]
  = (1 + a)μ_c/(μ_c + a). (13)

The fraction above μ_c is

1 − F(μ_c) = [μ_c + a − μ_c − aμ_c]/(μ_c + a) = a(1 − μ_c)/(μ_c + a). (14)

The mean of a variable confined between 0 and 1 equals the integral of its upper-tail fraction. To see this, integrate by parts with p = dF/dμ:

∫₀¹ μ p dμ = [−μ(1 − F)]₀¹ + ∫₀¹ (1 − F) dμ.

The boundary term vanishes, since μ = 0 at the lower end and F = 1 at the upper. Now write 1 − μ = (1 + a) − (μ + a) in (14). The mean of μ is

⟨μ⟩ = a ∫₀¹ [(1 + a)/(μ + a) − 1] dμ = a[(1 + a) ln(1 + 1/a) − 1]. (15)

Since G = 2⟨μ⟩, this is (12) again. In this form the logarithm comes from the slowly falling tail of large deflections.

The ratio was also tested by integrating (2) and (3) numerically over θ at a = 0.0001, 0.001, 0.02, 0.3, 2 and 40. The largest relative difference from (12) was 9.1 × 10⁻¹⁵.

**How the ratio varies with screening**

Some values of (12) are:

a = 0.001: G = 0.01183
a = 0.01: G = 0.07323
a = 0.1: G = 0.32754
a = 1: G = 0.77259
a = 10: G = 0.96824

The increase with a can be proved without differentiating (12). Take b > a and let w(μ) be the density for b divided by the density for a. By (9), w is a positive constant times [(μ + a)/(μ + b)]². The derivative of (μ + a)/(μ + b) is (b − a)/(μ + b)², which is positive, so w increases with μ. Let ⟨…⟩ denote the mean with parameter a. Normalization of the second density gives ⟨w⟩ = 1, and its mean of μ is ⟨μw⟩. For two independent draws μ₁ and μ₂ from the first density,

⟨μw⟩ − ⟨μ⟩⟨w⟩ = (1/2)⟨(μ₁ − μ₂)(w(μ₁) − w(μ₂))⟩ > 0. (16)

The equality follows by multiplying out the right side: the two equal-index terms give 2⟨μw⟩ and the two mixed terms give −2⟨μ⟩⟨w⟩. The inequality holds because the two differences have the same sign. Thus ⟨μ⟩ is larger for b than for a, and G rises steadily.

When a is very large, (9) tends to the constant 1. A constant density in μ is isotropic scattering, because (6) makes equal intervals of μ equal solid angles. Then ⟨μ⟩ = 1/2 and G = 1. Together with the monotonic rise this shows that 0 < G < 1 at every finite a: this law removes, on average, less forward momentum per collision than isotropic scattering does.

The approach to isotropy follows by setting x = 1/a and expanding for small x:

(1 + 1/x) ln(1 + x) = (1 + 1/x)(x − x²/2 + x³/3 − …)
  = 1 + (x − x/2) + (−x²/2 + x²/3) + …
  = 1 + x/2 − x²/6 + …

Subtracting 1 and multiplying by 2a = 2/x gives

G = 1 − 1/(3a) + O(1/a²), a ≫ 1. (17)

At a = 10 the first two terms give 0.967, against 0.96824 from the full expression.

For fast electrons the other limit matters. Let L = ln(1/a). Since 1 + 1/a = (1 + a)/a,

(1 + a) ln(1 + 1/a) = (1 + a)[L + ln(1 + a)]
  = L + aL + a + O(a²).

Hence

G = 2a[L − 1 + a(L + 1) + O(a²)], a ≪ 1. (18)

The leading form is 2a(L − 1), with a relative correction of about a(L + 1)/(L − 1). The −1 must be kept, because a logarithm is seldom large enough to hide it. At a = 0.001, L = 6.908. The form 2aL gives 0.01382, which is 17 % above the full value 0.01183, while 2a(L − 1) gives 0.01182.

**Which deflections contribute**

Equal steps in ln μ show where the two cross sections come from. Since dμ = μ d(ln μ), the number of collisions per unit ln μ is

μp(μ) = a(1 + a)μ/(μ + a)². (19)

Setting the derivative of μ/(μ + a)² to zero gives (μ + a) − 2μ = 0. For a < 1 the maximum is therefore at μ = a. For small a this is sin²(θ/2) = a, or θ ≈ 2√a in radians. Typical collisions lie near this screening angle.

The median collision follows from F = 1/2 in (13). Then 2(1 + a)μ = μ + a, and

μ_med = a/(1 + 2a). (20)

The contribution to G per unit ln μ carries the further factor 2μ:

2μ²p(μ) = 2a(1 + a)μ²/(μ + a)². (21)

For μ ≫ a it levels off at 2a(1 + a). Every factor of e in μ between the screening region and backscattering then contributes about equally. There are about L such factors, which explains the logarithm. The gradual rise of (21) through μ ≈ a, in place of a sudden start at μ = a, accounts for the −1 in (18).

A partial integral makes this quantitative. Repeating the split used in (10), with upper limit μ_c, gives the part of G from below μ_c:

G_<(μ_c) = 2a(1 + a)[∫₀^μ_c dμ/(μ + a) − a ∫₀^μ_c dμ/(μ + a)²]
  = 2a(1 + a)[ln(1 + μ_c/a) − μ_c/(μ_c + a)]. (22)

In the second term, a[1/a − 1/(μ_c + a)] = μ_c/(μ_c + a). At μ_c = 1, (22) returns (12).

The same picture explains how differently σ and σ_tr respond to screening. Hold C fixed and let a be small. Equations (8) and (11) give

σ ≈ C/a, σ_tr ≈ 2C[ln(1/a) − 1]. (23)

Doubling a nearly halves σ, but lowers σ_tr by about 2C ln 2, a fraction ln 2/(L − 1). Without screening, a → 0, both integrals diverge: σ as a power, and σ_tr as a logarithm. Weighting by 1 − cosθ weakens the forward divergence of Coulomb scattering without removing it.

## Part 2. The screened atom and a carbon film

The symbols carried over are these. The angular law is dσ/dΩ = A/(1 − cosθ + 2a)², μ = (1 − cosθ)/2 and C = πA. The total cross section is σ = C/[a(1 + a)], and the transport cross section σ_tr weights each collision by 1 − cosθ. Their ratio is G = 2a[(1 + a) ln(1 + 1/a) − 1], equation (12).

**The potential behind the angular law**

Let the potential energy of the electron in the atom be

V(r) = −Ze² exp(−r/R)/(4πε₀r), (24)

where Z is the atomic number and R the screening radius. Leave out spin for now. With total energy E = γmc², the relation (E − V)² = p²c² + m²c⁴, without its small V² term, gives p² = ħ²k² − 2γmV. Here ħk is the momentum far from the atom. Replacing p by −iħ∇ gives

(∇² + k²)ψ = Uψ, U = 2γmV/ħ². (25)

The function g(r) = −exp(ikr)/(4πr) satisfies (∇² + k²)g = δ(**r**): away from the origin rg obeys (rg)″ + k²rg = 0, and near it ∇²[−1/(4πr)] = δ(**r**). The outgoing solution is therefore the incident wave plus ∫ g(|**r** − **r**′|)Uψ d³r′. Far away, |**r** − **r**′| ≈ r − **n**·**r**′, where **n** is the direction of observation. The first Born approximation replaces ψ under the integral by the incident wave. The scattered wave is then f exp(ikr)/r, with

f = −(1/4π) ∫ U exp(i**q**·**r**) d³r, **q** = **k** − k**n**. (26)

The scattered flux through r²dΩ, divided by the incident flux, is |f|²dΩ, so dσ/dΩ = |f|².

The angular average of exp(i**q**·**r**) is sin(qr)/(qr). The integral needed is thus

∫ [exp(−r/R)/r] exp(i**q**·**r**) d³r = (4π/q) ∫₀^∞ sin(qr) exp(−r/R) dr.

The radial integral is the imaginary part of 1/(1/R − iq), which is q/(q² + R⁻²). The result is 4π/(q² + R⁻²). The minus signs in (24) and (26) cancel, and with a₀ = 4πε₀ħ²/(me²),

f = 2γZ/[a₀(q² + R⁻²)]. (27)

For elastic scattering q² = 2k²(1 − cosθ) = 4k²μ. Taking out 2k²,

q² + R⁻² = 2k²[1 − cosθ + 1/(2k²R²)].

Comparison with (1) identifies 2a = 1/(2k²R²), so

a = 1/(4k²R²), C = πA = π[γZ/(a₀k²)]². (28)

These relations were tested without the Born step, by solving the radial form of (25) for its phase shifts. With a weak charge of 0.06 e, and with the k and R of the example below, σ and σ_tr agreed with the Born values to within 0.05 %. The printed differences, 0.050 % and 0.021 %, include the error of the radial grid; the second Born term itself amounts to 0.016 % and 0.029 %.

**What the transport cross section does in a film**

Let **u** be the direction before a collision with polar deflection χ and azimuth φ. With unit vectors **e**₁ and **e**₂ perpendicular to **u** and to each other, the new direction is

**u**′ = **u** cosχ + sinχ(**e**₁ cosφ + **e**₂ sinφ).

Averaging over φ removes the second term, and averaging over χ leaves **u**(1 − G). Each collision multiplies the mean direction cosine by 1 − G, whatever the earlier directions were.

Let n be the number of atoms per volume, λ = 1/(nσ) and λ_tr = 1/(nσ_tr). For independent collisions at a constant rate, the number N on a path s is Poisson distributed with mean M = s/λ. Then

⟨cosΘ⟩ = Σ_N exp(−M)M^N(1 − G)^N/N! = exp(−MG) = exp(−s/λ_tr), (29)

where Θ is the angle to the original direction. The last step uses MG = snσ(σ_tr/σ). The path s is measured along the trajectory. Diffraction in a crystal would violate the assumption of independent collisions.

**A 50 nm carbon path at 10 keV**

Take Z = 6 and a density of 2.0 g/cm³, a rough value for amorphous carbon. With 12.011 g/mol this gives n = 100.28 nm⁻³. The Thomas–Fermi estimate R = 0.885a₀Z^(−1/3) gives R = 0.02577 nm. At 10 keV, γ = 1.01957 and k = 514.82 nm⁻¹. Hence kR = 13.27 and

a = 1/(4 × 13.27²) = 0.001420.

With ln(1 + 1/a) = 6.5585, the ratio is

G = 2 × 0.001420 × (1.001420 × 6.5585 − 1)
  = 2 × 0.001420 × 5.5678 = 0.01581.

The small-a form 2a(L − 1) gives 0.01578. The cross sections and mean free paths are

σ = 4.203 × 10⁻⁴ nm²,
σ_tr = 0.01581 × 4.203 × 10⁻⁴ = 6.65 × 10⁻⁶ nm²,
λ = 1/(100.28 × 4.203 × 10⁻⁴) = 23.7 nm,
λ_tr = 23.73/0.015813 ≈ 1500 nm = 1.5 μm.

A path of 50 nm contains on average 50/23.73 = 2.11 elastic collisions, and (29) gives ⟨cosΘ⟩ = exp(−50/1500) = 0.967. A Monte Carlo calculation that followed 100 000 directions collision by collision tested this: it gave 0.96727 ± 0.00035 against 0.96723. At a path of λ_tr/2 it gave 0.6062 ± 0.0013 against 0.6065. The uncertainties are one standard error.

The path is slightly longer than the depth reached. In an unbounded medium the mean depth after path s is the integral of (29), λ_tr[1 − exp(−s/λ_tr)], here 1500 × 0.0328 = 49 nm. The mean depth is thus about 2 % less than the path; for a strongly deflected electron the difference can be much larger.

The median collision, from (20), turns the electron by 4.3°. For 20°, μ_c = sin²10° = 0.03015, and (13) and (22) show that the 4.4 % of collisions beyond this angle supply 61 % of σ_tr. The 50 nm path contains on average 2.11 × 0.044 = 0.09 such collisions. Most electrons have none, so the mean cosine here does not describe a typical electron. The median angle and the 4.4 % belong to the single-exponential atom. For a free atom with a Hartree–Fock density, considered below, they become 3.1° and 2.7 %, while the 61 % share and the count of about 0.09 hardly change.

Doubling a at fixed C lowers σ by 50 % and σ_tr by 12 %, in line with (23).

**How good is the single-exponential atom?**

A general atom has a nuclear charge Z and a spherical electron density ρ(r). The limit R → ∞ of the integral above gives 4π/q² for a point charge, and a displaced charge acquires a phase factor. Summing over the charges gives

f = 2γ[Z − F_e(q)]/(a₀q²), F_e(q) = ∫₀^∞ 4πr²ρ(r)[sin(qr)/(qr)] dr. (30)

The potential (24) corresponds to F_e = Z/(1 + q²R²), which returns (27).

With the spherically averaged density of a free carbon atom, computed by unrestricted Hartree–Fock in the 6-311G basis, σ rises by 49 % while σ_tr falls by 3.3 %. The ratio drops from 0.0158 to 0.0103. Since the total increases while the integral weighted by μ decreases, the added collisions must lie, on balance, at smaller angles than those lost. A likely cause is visible in (30). For small q, sin(qr)/(qr) ≈ 1 − q²r²/6, so the forward amplitude is proportional to the integral of r²ρ, to which distant electrons contribute strongly. A single exponential fixed by the Thomas–Fermi radius may understate that outer charge. The separate contributions of the shells were not computed.

The Hartree–Fock density is itself a model: it omits correlation, and the finite basis limits it. The basis has no diffuse functions. In the larger aug-cc-pVTZ basis the figures 49 %, 3.3 % and 0.0103 become 49.6 %, 3.2 % and 0.0102, and a coupled-cluster (CCSD) density in that basis moves the first only to 49.7 %. The non-spherical part of the open-shell density, left out of (30), adds about 0.6 percentage points to σ. In a solid, moreover, neighbouring atoms overlap, bonding moves the outer charge, and waves from different atoms interfere at small angles. Overlap and bonding were not sized. Interference can be estimated by multiplying the free-atom |f|² by a structure factor. The rise of about 50 % in σ then shrinks to 11 % for a hard-sphere liquid of diameter 0.142 nm at this density and to 17 % for powdered graphite, and it turns into a fall of 13 % for powdered diamond, while σ_tr is lowered by only a further 1 to 2 %. None of these structures is amorphous carbon, but they show that the elastic mean free path, and with it the ratio G, is much less secure than the transport mean free path.

**Other effects left out**

Higher Born orders. The usual measure of coupling is Zα/β, with α the fine-structure constant and β = v/c = 0.195; here it is 0.225. Phase shifts for the full charge in the potential (24) change σ by −1.9 % and σ_tr by +0.8 %, relative to the Born values. The ratio becomes 0.0163. These figures are for (25), which omits the V² term. That term is of the same size: keeping it changes the two figures to −1.8 % and +1.8 %.

Spin. A Dirac plane-wave spinor has lower components cσ_P·**p**/(E + mc²) times the upper ones, where σ_P denotes the Pauli matrices. Set t = c²p²/(E + mc²)² = (γ − 1)/(γ + 1). The overlap of the outgoing and incoming spinors contains (σ_P·**p**′)(σ_P·**p**) = **p**′·**p** + iσ_P·(**p**′ × **p**). Squaring, summing over final spins and averaging over initial spins multiplies the Born cross section by

[(1 + t cosθ)² + t² sin²θ]/(1 + t)² = 1 − 4tμ/(1 + t)² = 1 − β²μ. (31)

The last step uses 4t/(1 + t)² = (γ² − 1)/γ² = β². This lowers σ by 0.03 % and σ_tr by 0.7 % at first Born order. The separate corrections cannot simply be added. Phase shifts of the Dirac equation for the potential (24), which contain spin, the V² term and the higher orders together, change σ by −1.9 % and σ_tr by +0.6 % relative to the spinless Born values, and the ratio is then 0.0162.

Inelastic deflection. Collisions that excite the atom also turn the electron. Neglect the energy loss in q and sum over all final atomic states. For independent electrons with a common density, the squared charge factor is

Z + Z(Z − 1)(F_e/Z)² − F_e² = Z[1 − (F_e/Z)²]. (32)

The first two terms are the mean square of the sum of the electrons' phase factors, and the last removes elastic scattering. For (24), q²R² = μ/a and F_e/Z = a/(μ + a). Replacing the elastic factor (Z − F_e)² by (32), and using 1 − a²/(μ + a)² = μ(μ + 2a)/(μ + a)², gives

σ_tr,in = (2C/Z) ∫₀^μ_m (μ + 2a) dμ/(μ + a)²
  = (2C/Z)[ln(1 + μ_m/a) + μ_m/(μ_m + a)]. (33)

Two free equal masses, one initially at rest, separate at right angles in the nonrelativistic limit. The faster one, counted as the primary, turns by at most 45°, so μ_m = sin²(22.5°) = 0.146. Equation (33) then amounts to 17 % of the elastic σ_tr. Adding it shortens the transport mean free path to 1500/1.17 ≈ 1280 nm. Both figures are estimates: (33) keeps q² = 4k²μ up to 45°, and it omits exchange between the beam electron and the struck electron as well as Pauli correlation among the atomic electrons. Of the effects sized here, this is the largest on σ_tr.

Energy loss. The nonrelativistic Bethe formula is taken here as an outside input, not derived:

−dT/ds = 2πnZ[e²/(4πε₀)]² ln(1.166T/I)/T. (34)

Here T is the kinetic energy and I the mean excitation energy, roughly 80 eV. The formula gives 3.9 eV/nm and a loss of 195 eV in 50 nm, which shortens λ_tr by 3.5 % at the exit. At the initial rate the loss over a path λ_tr would be about 5.9 keV, more than half the beam energy. The relativistic form of the formula gives 4.0 eV/nm and 200 eV in 50 nm. The rate also rises as the energy falls, and the slowing-down range is about 1.4 μm, shorter than λ_tr itself. For this beam λ_tr is therefore a local measure of deflection at 10 keV, and (29) with constant λ_tr cannot be carried to paths of that length.

**Use in film measurement**

A 10 keV beam is an ordinary setting of a scanning electron microscope, and carbon films serve as specimen supports. The density of amorphous carbon depends on how it was deposited. At fixed cross sections both mean free paths vary as its inverse, so a density 10 % higher shortens them by 9 %. For σ the weak point is the small-angle region, where the shape of the screening and the interference between atoms each change the result by tens of per cent, in opposite directions. For σ_tr the largest effect sized here is the neglect of inelastic deflection.

The consequence for thickness measurement depends on what is detected. The fraction of electrons with no elastic collision is exp(−s/λ). It is exp(−2.11) = 0.12 with the exponential atom, and exp(−2.11 × 1.49) = 0.04 with the Hartree–Fock density. The mean cosine for the same path is 0.967 in the first case and 0.968 in the second. Both cases treat the atoms as free and independent, so 0.04 is not a better value for the film: with the structure factors above, at the same density, the fraction lies between 0.08 and 0.16 and the mean cosine is 0.969. A signal governed by this fraction therefore needs an accurate small-angle cross section; the fraction that is truly unscattered is smaller still, because inelastic collisions also reduce it. A signal governed by the mean loss of forward direction is much less sensitive to the screening model, but its calculation must include inelastic deflection and, for longer paths, the energy loss. A detector that accepts a limited range of angles measures neither quantity directly, and needs the angular distribution itself.

The numerical output follows.

Table of computed values

```
Largest relative error of ratio formula: 9.1e-15
Ratio at a = 0.001: 0.01183
Ratio at a = 0.01: 0.07323
Ratio at a = 0.1: 0.32754
Ratio at a = 1: 0.77259
Ratio at a = 10: 0.96824
Beam energy: 10000 eV; film thickness: 50 nm
Atomic number: 6; molar mass: 12.011 g/mol
Density (rough): 2.0 g/cm3
Atom density: 100.28 nm^-3
Lorentz factor: 1.01957; v/c: 0.1950
Wave number k: 514.82 nm^-1
Screening radius R: 0.02577 nm
Screening parameter a: 0.001420
ln(1+1/a): 6.5585
Bracket (1+a)ln(1+1/a)-1: 5.5678
Ratio sigma_tr/sigma: 0.015813
Small-a form of ratio: 0.015783
Total cross section: 4.2028e-04 nm^2
Transport cross section: 6.6461e-06 nm^2
Elastic mean free path: 23.73 nm
Transport mean free path: 1500 nm
Mean number of elastic collisions in 50 nm path: 2.107
Mean cosine after film path, formula: 0.96723
Mean cosine, Monte Carlo: 0.96727 +- 0.00035
Mean cosine at half transport path, formula: 0.6065
Same, Monte Carlo: 0.6062 +- 0.0013
Median single-collision angle: 4.31 deg
Collisions beyond 20 deg: 4.36 %
Share of sigma_tr beyond 20 deg: 61.4 %
Doubling a at fixed C, change of sigma: -50.07 %
Doubling a at fixed C, change of sigma_tr: -12.42 %
Weak-coupling test charge: 0.06 e
Weak coupling, waves vs Born, sigma: +0.050 %
Weak coupling, waves vs Born, sigma_tr: +0.021 %
Coupling Z*alpha/beta for carbon: 0.225
Beyond Born, change of sigma: -1.93 %
Beyond Born, change of sigma_tr: +0.82 %
Beyond Born, ratio: 0.016257
UHF density, electrons integrated: 6.00000
UHF screening, change of sigma: +48.98 %
UHF screening, change of sigma_tr: -3.26 %
UHF screening, ratio: 0.010269
Spin factor, change of sigma: -0.03 %
Spin factor, change of sigma_tr: -0.67 %
Inelastic deflection relative to sigma_tr: 16.9 %
Mean excitation energy (rough): 80 eV
Bethe stopping power: 3.91 eV/nm
Energy loss in film path: 195 eV
Change of transport mean free path at exit: -3.49 %
Loss over one transport path at initial rate: 5860 eV
```
